# When the One-Minus-Cosine Relaxation Time Fails for Elastic Scattering

## What symmetry allows

A weak uniform electric field $\mathbf F$ changes the occupation of a state $\mathbf k$ by an amount linear in $\mathbf F$. Occupation is a scalar, so the field must be contracted with some vector belonging to the state. For carriers of charge $-e$ we write

$$\delta f(\mathbf k)=-e\,\mathbf F\cdot\boldsymbol\Lambda(\mathbf k)\left(-\frac{\partial f_0}{\partial E}\right). \tag{1}$$

Since $eF\Lambda$ must be an energy, to cancel the inverse energy in $\partial f_0/\partial E$, $\boldsymbol\Lambda$ is a length. It is called the vector mean free path.

Suppose that the constant-energy surface and the scattering have full rotation and reflection symmetry. A reflection through the line along $\mathbf k$ leaves $\mathbf k$ in place and reverses any transverse vector, so $\boldsymbol\Lambda$ must lie along $\mathbf k$, as the velocity does. Rotations make the ratio the same everywhere, and $\boldsymbol\Lambda=\tau\mathbf v$ with one constant $\tau$.

Now keep only the mirrors $k_x\to-k_x$ and $k_y\to-k_y$. Then $\Lambda_x$ is odd in $k_x$ and even in $k_y$, as $v_x$ is, and similarly for $y$. On a surface where $v_x$ and $v_y$ vanish only on the symmetry axes, such as an ellipse, the allowed form is

$$\Lambda_x=\tau_x(\mathbf k)\,v_x,\qquad \Lambda_y=\tau_y(\mathbf k)\,v_y ,$$

and no symmetry makes $\tau_x$ equal to $\tau_y$. If they differ at a state off the symmetry axes, $\boldsymbol\Lambda$ is not parallel to velocity there, and no scalar relaxation time can describe it. In particular, the recipe

$$\boldsymbol\Lambda\approx\tau_c\mathbf v,\qquad \frac1{\tau_c(\mathbf k)}=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,(1-\hat{\mathbf v}\cdot\hat{\mathbf v}') \tag{2}$$

cannot then be exact. A solvable model shows that this happens.

## The equation to be solved

Let $W(\mathbf k,\mathbf k')=W(\mathbf k',\mathbf k)$ be elastic rates from static disorder. In the steady state, without a magnetic field,

$$-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,[f(\mathbf k')-f(\mathbf k)] .$$

The Pauli factors have cancelled because $W$ is symmetric. To first order, $f$ on the left becomes $f_0(E)$, and $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$. On the right $f_0$ drops out, since both states have the same energy. For the same reason the factor $-\partial f_0/\partial E$ in (1) is common to both states:

$$e\mathbf F\cdot\mathbf v\left(-\frac{\partial f_0}{\partial E}\right)=e\left(-\frac{\partial f_0}{\partial E}\right)\sum_{\mathbf k'}W\,\mathbf F\cdot(\boldsymbol\Lambda-\boldsymbol\Lambda').$$

This must hold for every direction of $\mathbf F$, so

$$\mathbf v(\mathbf k)=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,[\boldsymbol\Lambda(\mathbf k)-\boldsymbol\Lambda(\mathbf k')]. \tag{3}$$

The current density is $-e$ times the sum of $\mathbf v\,\delta f$ per unit area. At low temperature, with $N$ the density of states and $\langle\cdots\rangle$ the average over the surface weighted by it,

$$\sigma_{ij}=e^2N\langle v_i\Lambda_j\rangle. \tag{4}$$

A constant added to $\boldsymbol\Lambda$ leaves (3) unchanged and carries no current, because $\langle\mathbf v\rangle=0$. We fix it by $\langle\boldsymbol\Lambda\rangle=0$.

## The counter-example

**States.** Take one non-degenerate two-dimensional Dirac cone,

$$H=\hbar(v_xk_x\sigma_x+v_yk_y\sigma_y),\qquad E>0,$$

where $v_x,v_y$ are now the constant cone velocities; components of the velocity of a state will be written out. Set $\hbar v_xk_x=E\cos\varphi$ and $\hbar v_yk_y=E\sin\varphi$. The upper state is $u_\varphi=(1,e^{i\varphi})/\sqrt2$. Differentiating $E=\hbar\sqrt{v_x^2k_x^2+v_y^2k_y^2}$ gives

$$\mathbf v=(v_x\cos\varphi,\;v_y\sin\varphi).$$

The area element is $d^2k=E\,dE\,d\varphi/(\hbar^2v_xv_y)$. Hence the density of states is uniform in $\varphi$, and integrating $d^2k/(2\pi)^2$ over the angle gives

$$N=\frac{E}{2\pi\hbar^2v_xv_y}.$$

**Scattering.** The disorder consists of uncorrelated point scatterers with zero mean potential. A fraction $1-p$ of its strength is scalar and a fraction $p$ multiplies $\sigma_x$. The strength $A$ is the impurity density times the squared potential strength. The overlaps are

$$|u_\varphi^\dagger u_{\varphi'}|^2=\left|\frac{1+e^{i(\varphi'-\varphi)}}2\right|^2=\frac{1+\cos(\varphi-\varphi')}2,$$

$$|u_\varphi^\dagger\sigma_xu_{\varphi'}|^2=\left|\frac{e^{i\varphi'}+e^{-i\varphi}}2\right|^2=\frac{1+\cos(\varphi+\varphi')}2 .$$

Weight them with $1-p$ and $p$ and expand the cosines. The products of cosines add, while those of sines enter with opposite signs. The golden rule then gives, for any function $g$,

$$\sum_{\mathbf k'}W\,g(\varphi')=\frac{2\pi}{\hbar}AN\left\langle\frac w2\,g(\varphi')\right\rangle_{\varphi'}=\frac1{\tau_0}\langle w\,g(\varphi')\rangle_{\varphi'},$$

$$w=1+\cos\varphi\cos\varphi'+(1-2p)\sin\varphi\sin\varphi',\qquad \frac1{\tau_0}=\frac{\pi AN}{\hbar}. \tag{5}$$

Because $\langle w\rangle_{\varphi'}=1$, the total scattering rate is $1/\tau_0$ for every state.

**Solution.** Equation (3) becomes $\tau_0\mathbf v=\boldsymbol\Lambda-\langle w\boldsymbol\Lambda'\rangle$. Try $\Lambda_x=\alpha\cos\varphi$ and $\Lambda_y=\beta\sin\varphi$. Since $\langle\cos^2\varphi'\rangle=\langle\sin^2\varphi'\rangle=\tfrac12$ and the cross terms average to zero,

$$\tau_0v_x=\alpha\left(1-\tfrac12\right),\qquad \tau_0v_y=\beta\left[1-\left(\tfrac12-p\right)\right]=\beta\,\frac{1+2p}2 .$$

Therefore

$$\boldsymbol\Lambda=\tau_0\left(2v_x\cos\varphi,\;\frac{2v_y\sin\varphi}{1+2p}\right). \tag{6}$$

The two times are $\tau_x=2\tau_0$ and $\tau_y=2\tau_0/(1+2p)$. They are equal only for $p=0$.

**Misalignment.** Let $t=\tan\theta_v$ give the direction of velocity, and let $s=1+2p$. By (6), $\boldsymbol\Lambda$ has slope $t/s$. The angle $\delta$ between the two obeys

$$\tan\delta=\frac{t-t/s}{1+t^2/s}=\frac{(s-1)\,t}{s+t^2}.$$

The derivative with respect to $t$ vanishes when $s+t^2=2t^2$, that is, at $t=\sqrt s$. There $\tan\delta=(s-1)/(2\sqrt s)$. As $(s-1)^2+4s=(s+1)^2$,

$$\sin\delta_{\max}=\frac{s-1}{s+1}=\frac p{1+p}. \tag{7}$$

The ratio $v_x/v_y$ has dropped out. Even a circular surface has this misalignment, because here the disorder itself breaks rotation symmetry. For small $p$ the angle is about $p$ radians; for pure $\sigma_x$ disorder, $p=1$, it reaches $30^\circ$.

**Conductivity.** Insert (6) in (4):

$$\sigma_{xx}=e^2N\tau_0v_x^2=\frac{e^2}h\frac{E\tau_0}\hbar\frac{v_x}{v_y},\qquad \sigma_{yy}=\frac{e^2}h\frac{E\tau_0}\hbar\frac{v_y}{v_x}\frac1{1+2p}. \tag{8}$$

**Why the vector bends.** Follow a particle started at $\mathbf k$, and let $\mathbf D(\mathbf k)$ be its mean total displacement. The first flight contributes $\mathbf v\tau_0$, and the next state is $\mathbf k'$ with probability $W\tau_0$. Thus $\mathbf D=\mathbf v\tau_0+\sum_{\mathbf k'}W\tau_0\mathbf D'$, which is (3) multiplied by $\tau_0$. So $\boldsymbol\Lambda$ is that displacement. Each collision multiplies the mean $x$ velocity by $\tfrac12$ and the mean $y$ velocity by $\tfrac12-p$. The geometric series sum to $2$ and $2/(1+2p)$, as in (6). For $p>0$ the $y$ series has the smaller sum, so the mean displacement is turned towards $x$.

## What the recipes give

Besides (2) there is a variant that keeps the speeds,

$$\frac1{\tau_r}=\sum_{\mathbf k'}W\left(1-\frac{\mathbf v\cdot\mathbf v'}{v^2}\right). \tag{9}$$

We call (2) the cosine recipe and (9) the ratio recipe. On a surface of uniform speed they coincide.

For the ratio recipe, $\langle w\mathbf v'\rangle=(\tfrac12v_x\cos\varphi,\,(\tfrac12-p)v_y\sin\varphi)$, so

$$\frac1{\tau_r}=\frac{v_x^2\cos^2\varphi\,(1/\tau_x)+v_y^2\sin^2\varphi\,(1/\tau_y)}{v_x^2\cos^2\varphi+v_y^2\sin^2\varphi}. \tag{10}$$

This is a weighted mean of the two true rates. For $p>0$ it follows that $\tau_y\le\tau_r\le\tau_x$, so this recipe underestimates $\sigma_{xx}$ and overestimates $\sigma_{yy}$.

For the cosine recipe we need averages of unit vectors:

$$\frac1{\tau_c}=\frac1{\tau_0}\left[1-\frac{C_xv_x\cos^2\varphi+(1-2p)C_yv_y\sin^2\varphi}{|\mathbf v|}\right], \tag{11}$$

$$C_x=\left\langle\frac{v_x\cos^2\varphi}{|\mathbf v|}\right\rangle,\qquad C_y=\left\langle\frac{v_y\sin^2\varphi}{|\mathbf v|}\right\rangle .$$

For $v_x>v_y$ put $m=1-v_y^2/v_x^2$, so that $|\mathbf v|=v_x\sqrt{1-m\sin^2\varphi}$. Let $\mathcal K$ and $\mathcal E$ be the integrals of $(1-m\sin^2\varphi)^{\mp1/2}$ from $0$ to $\pi/2$, upper sign for $\mathcal K$. Writing $\sin^2\varphi=[1-(1-m\sin^2\varphi)]/m$ gives

$$C_y=\frac{2}{\pi}\frac{v_y}{v_x}\frac{\mathcal K-\mathcal E}m,\qquad C_x=\frac2\pi\frac{\mathcal E-(1-m)\mathcal K}m .$$

## A worked case

Take $v_x=500$ nm/ps, $v_y=250$ nm/ps, $E=0.10$ eV, $\tau_0=0.10$ ps and $p=0.4$. Then $s=1.8$ and $\sin\delta_{\max}=0.4/1.4$, so $\delta_{\max}=16.6^\circ$. It occurs at $\tan\varphi=(v_x/v_y)\sqrt s$, or $\varphi=69.56^\circ$, where $\mathbf v=(174.6,\,234.3)$ nm/ps. Equation (6) gives

$$\boldsymbol\Lambda=(0.2\times174.6,\;0.1111\times234.3)=(34.9,\,26.0)\ \text{nm}.$$

The velocity points at $53.3^\circ$ from the $x$ axis and $\boldsymbol\Lambda$ at $36.7^\circ$. A simulation of 300,000 random walks of 20 flights each, started in this state, gives a mean displacement of $(35.4\pm0.6,\,26.2\pm0.2)$ nm.

At the $x$ tip of the surface the cosine recipe gives $\tau_c=0.2327$ ps, so $C_x=1-0.1/0.2327=0.570$. At the $y$ tip $\tau_c=0.1087$ ps, so $0.2\,C_y=0.080$ and $C_y=0.40$. At the point of greatest misalignment, $|\mathbf v|=292$ nm/ps, $\cos^2\varphi=0.122$ and $\sin^2\varphi=0.878$. The fraction in (11) is

$$\frac{0.570\times500\times0.122+0.2\times0.40\times250\times0.878}{292}\approx0.179 .$$

Hence $\tau_c\approx0.122$ ps and $\tau_c\mathbf v=(21.3,\,28.5)$ nm. The $x$ component is 39% below the exact one.

For the conductivity, $E\tau_0/\hbar=15.19$. Equation (8) gives $\sigma_{xx}=15.19\times2=30.4\,e^2/h$ and $\sigma_{yy}=15.19\times0.5/1.8=4.22\,e^2/h$, or 1.18 and 0.163 mS. Relative to these exact solutions of the model:

- the cosine recipe errs by $-1.3\%$ in $\sigma_{xx}$ and $+22.7\%$ in $\sigma_{yy}$;
- the ratio recipe errs by $-7.2\%$ and $+28.7\%$.

The small first error is a cancellation between different parts of the surface: the cosine recipe makes $\Lambda_x$ 16% too long at the $x$ tip, but 39% too short at the point of greatest misalignment. The vector itself is still wrong: its largest component error is 16% of the largest $|\boldsymbol\Lambda|$. One accurate conductivity component therefore does not validate the recipe. Nor do accurate times at the tips: the ratio recipe has the exact values there, 0.2000 and 0.1111 ps, and fails between them.

## The general statement and its proof

**Statement.** For symmetric elastic rates, let the velocity sum to zero on each set of states connected by scattering. Then (3) has a solution, unique up to a constant on each such set, and it gives the response. The cosine recipe, with $\ell=\tau_c|\mathbf v|$, solves (3) if and only if for every $\mathbf k$

$$\sum_{\mathbf k'}W(\ell'-\ell)\,\hat{\mathbf v}\cdot\hat{\mathbf v}'=0\quad\text{and}\quad\sum_{\mathbf k'}W\ell'\,\hat{\mathbf v}'_\perp=0, \tag{12}$$

where $\perp$ denotes the part perpendicular to $\mathbf v(\mathbf k)$.

**Existence and uniqueness.** Write the right side of (3) as a linear operator $L$ acting on each component, on a finite set of states at one energy. If $Lg=0$, multiply by $g(\mathbf k)$, sum over $\mathbf k$, and average the result with the same expression with $\mathbf k$ and $\mathbf k'$ exchanged. Symmetry of $W$ gives

$$0=\sum_{\mathbf k}g\,Lg=\frac12\sum_{\mathbf k,\mathbf k'}W\,(g-g')^2 .$$

No term is negative, so $g$ is constant on each connected set. A symmetric operator can produce every function orthogonal to its null functions. A solution therefore exists if $\mathbf v$ sums to zero on each connected set. It does so if the set is a whole closed surface, where the density-of-states weight turns $\mathbf v$ into the unit normal, whose integral over a closed surface vanishes.

**The conditions.** Insert $\boldsymbol\Lambda=\ell\hat{\mathbf v}$ in (3). The parts along and across $\hat{\mathbf v}$ are

$$|\mathbf v|=\sum_{\mathbf k'}W(\ell-\ell'\,\hat{\mathbf v}\cdot\hat{\mathbf v}'),\qquad 0=\sum_{\mathbf k'}W\ell'\,\hat{\mathbf v}'_\perp .$$

Definition (2), multiplied by $\ell$, reads $|\mathbf v|=\sum_{\mathbf k'}W(\ell-\ell\,\hat{\mathbf v}\cdot\hat{\mathbf v}')$. Subtracting the first equation above leaves the first condition in (12). Each step can be reversed, which completes the proof.

The rate in (9) can vanish or be negative when slow states scatter into fast ones. If it is nonzero for every state, the same argument for the ratio recipe replaces (12) by $\sum_{\mathbf k'} W(\tau_r'-\tau_r)\,\mathbf v\cdot\mathbf v'=0$ and $\sum_{\mathbf k'} W\tau_r'\mathbf v'_\perp=0$. Uniform $\ell$ is sufficient for the first cosine condition, and uniform $\tau_r$ for the first ratio condition. Neither ensures the transverse one.

**Four cases.** These conditions sort the model as follows.

1. *Circle, $p=0$.* Symmetry makes $\ell$ and $\tau$ uniform and removes the transverse sum. Both recipes are exact.
2. *Ellipse, $p=0$.* By (6), $\boldsymbol\Lambda=2\tau_0\mathbf v$, parallel to velocity, and (10) gives $\tau_r=2\tau_0$. The ratio recipe is exact. The cosine recipe is not: for $v_x=2v_y$ it errs by $+7.0\%$ in $\sigma_{xx}$ and $-9.6\%$ in $\sigma_{yy}$.
3. *Circle, $p>0$.* The recipes coincide and fail, since $\boldsymbol\Lambda$ is not parallel to $\mathbf v$. For $p=0.4$ the largest component error is 21% of the largest $|\boldsymbol\Lambda|$.
4. *Ellipse, with $W$ constant over the surface.* Now $\sum_{\mathbf k'}W\mathbf v'=0$, and inversion symmetry gives $\sum_{\mathbf k'}W\hat{\mathbf v}'=0$. Both recipes reduce to the total scattering rate and are exact, although the surface is anisotropic.

Anisotropy of the surface is thus neither sufficient for failure nor necessary for it. What matters is how the scattering kernel acts on the velocity.

**A remedy.** With $1/\tau_{\rm out}=\sum_{\mathbf k'}W$, equation (3) can be iterated as

$$\boldsymbol\Lambda^{(n+1)}=\tau_{\rm out}\left(\mathbf v+\sum_{\mathbf k'}W\boldsymbol\Lambda^{(n)\prime}\right),\qquad\boldsymbol\Lambda^{(0)}=0 .$$

The iteration can oscillate without converging if every collision takes the particle from one group of states to another and back, as pure backscattering between two states does. In this model it converges, and the sums are the geometric series found above. After $n$ steps the relative error of $\Lambda_x$ is $2^{-n}$, or 0.1% after ten. One can also solve (3) directly as a linear system, with the surface average fixed.

## The model beside a real surface

The parameters lie in the rough regime of a side face of a layered topological insulator at 4 K. The $\sigma_x$ disorder would represent frozen magnetic moments of random sign along the stacking axis, which is the slow direction $y$. How strongly such moments act as $\sigma_x$ depends on the material; moments along the in-layer direction $x$ would act as $\sigma_y$ and shorten $\Lambda_x$ instead. In the four-band model of Bi$_2$Se$_3$ the stacking-axis spin reaches the side-face states only through the particle-hole asymmetry, with a factor of about 0.35 to 0.7 depending on the parameter set, while the in-layer spin enters at full strength. Moments with random axes would therefore shorten $\Lambda_x$ more than $\Lambda_y$; the model needs moments locked to the stacking axis. The 40% share is chosen to make the effect visible. The carrier density is $1.47\times10^{12}$ cm$^{-2}$, and the mobilities $\sigma/(ne)$ are about 5000 and 700 cm$^2$/Vs. They follow from the assumed $\tau_0$ and are not measured values.

Real bands are curved and real scatterers have a size. With $E$ and $A$ held fixed, adding $\hbar^2k^2/2m$ with the free-electron mass, as a scale only, raises $\sigma_{xx}$ by 28% and $\sigma_{yy}$ by 47%, and changes the greatest angle to $18.5^\circ$. Instead giving the scatterers a Gaussian range, with $W$ multiplied by $e^{-q^2\xi^2}$, $q=|\mathbf k-\mathbf k'|$ and $\xi=0.5$ nm, raises them by 12% and 23% and changes the angle to $14.4^\circ$. The cosine recipe's error in $\sigma_{yy}$, relative to the full solution of each modified model, is then 25% and 18%. The failure survives both changes, but the conductivities themselves are only rough, and the sizes and signs found here are not general. The sign of the curvature depends on the material, and the opposite sign lowers the conductivities by 33% and 48%. For $\xi=2$ nm the cosine errors become $+26\%$ in $\sigma_{xx}$ and $-38\%$ in $\sigma_{yy}$. The single cone also requires $E$ to lie below the bulk conduction edge, which at 0.10 eV above the Dirac point is not assured in every material.

Thermal smearing matters little at 4 K, where $k_BT/E=0.3\%$. Moreover, $N\tau_0=\hbar/(\pi A)$ makes (8) independent of energy at fixed disorder. At 300 K the ratio is 26%, and phonons, which are left out, would also scatter. The golden rule requires $\hbar/(E\tau_0)\ll1$; here it is 6.6%. Quantum interference is also omitted. Its natural scale is $e^2/(\pi h)$ divided by $\sqrt{\sigma_{xx}\sigma_{yy}}$, or 2.8%, the geometric mean of the two ratios printed in the output. With scalar disorder alone, the leading correction is this scale times a logarithm that grows as the temperature falls. The frozen moments break time-reversal symmetry, however, and at $p=0.4$ they suppress that correction within a few collisions, so no large interference logarithm develops; the logarithmic correction from electron-electron interaction, also left out, is not removed in this way. Moments whose flips cost energy would make the scattering inelastic, and (3) would no longer close on one energy surface. The numerical output below lists the values used.

## Table of computed values

```
Velocities vx, vy: 500, 250 nm/ps
Energy above Dirac point: 0.10 eV
Lifetime tau0: 0.10 ps; sx disorder fraction p: 0.4
Density of states N: 0.2939 /(eV nm^2)
Total disorder strength A: 0.00713 eV^2 nm^2
Carrier density: 1.469e+12 cm^-2
Wave vectors at tips kx, ky: 0.304, 0.608 /nm
Exact L at tips (x, y): 100.00, 27.78 nm
phi of greatest misalignment: 69.56 deg
  velocity there (x, y): 174.61, 234.26 nm/ps
  exact L there (x, y): 34.92, 26.03 nm
  cosine-recipe L there (x, y): 21.28, 28.54 nm
  ratio-recipe L there (x, y): 23.06, 30.94 nm
  random-walk L there (x, y): 35.41, 26.15 nm
  random-walk standard errors: 0.55, 0.21 nm
  directions of v, L: 53.30, 36.70 deg
  angle between v and L: 16.60 deg
Cosine-recipe times at x, y tips: 0.2327, 0.1087 ps
Ratio-recipe times at x, y tips: 0.2000, 0.1111 ps
Exact L/v at x, y tips: 0.2000, 0.1111 ps
Exact sigma xx, yy: 30.385, 4.220 e^2/h
Exact sigma xx, yy: 1.1771, 0.1635 mS
Exact mobility xx, yy: 5000, 694 cm2/Vs
Cosine-recipe sigma xx, yy: 29.982, 5.178 e^2/h
Ratio-recipe sigma xx, yy: 28.208, 5.430 e^2/h
Cosine-recipe error xx, yy: -1.33, 22.70 %
Ratio-recipe error xx, yy: -7.16, 28.66 %
Largest error of L / largest |L|, cosine and ratio recipes:
  circle, p=0: 0.00, 0.00 %
  ellipse, p=0: 16.37, 0.00 %
  circle, p=0.4: 20.54, 20.54 %
  ellipse, p=0.4: 16.37, 12.81 %
  ellipse, structureless: 0.00, 0.00 %
Ellipse, p=0: cosine sigma error xx, yy: 6.97, -9.55 %
Grid shift of sigma, 360 to 720 points: 8.0e-13 e^2/h
Sigma at 0.12 eV, same disorder: 30.385, 4.220 e^2/h
Neglected effects:
  curvature scale hbar^2/2m (free mass): 0.0381 eV nm^2
  curvature energy/E at x, y tips: 3.5, 14.1 %
  with curvature: greatest angle 18.53 deg
    sigma xx, yy: 39.011, 6.209 e^2/h
    cosine error xx, yy: -4.32, 25.19 %
  with range 0.5 nm: greatest angle 14.44 deg
    sigma xx, yy: 34.078, 5.190 e^2/h
    cosine error xx, yy: -0.27, 18.24 %
  level broadening hbar/(E tau0): 6.58 %
  kT/E at 4 K and 300 K: 0.34, 25.85 %
  interference scale (e^2/pi h)/sigma xx, yy: 1.05, 7.54 %
```
